# The lowest energy in a Monte Carlo optimization is no upper bound

The lowest energy recorded during a variational Monte Carlo optimization is not a valid upper bound to the ground-state energy $E_0$. If $n$ estimates have independent Gaussian errors of standard deviation $\sigma$ about a common true energy $E_v$, their minimum has the mean

$$
\left\langle \min_k X_k\right\rangle=E_v-\sigma m_n,\qquad m_n\le\sqrt{2\ln n},
$$

where $m_n$ is the mean maximum of $n$ standard normal variables. The square root is the leading law for large $n$ and a ceiling at every $n$; for $n=100$ it is 3.03, while $m_n=2.51$. This mean lies below $E_0$ when $\sigma m_n$ exceeds the variational gap $\Delta=E_v-E_0$; an individual minimum can fall below $E_0$ even when it does not. The remedy is to fix the selected parameters and evaluate their energy with new, independent samples.

## Why the belief is tempting

For a trial function $\psi_b$ with parameter $b$, the variational principle states that

$$
E(b)=\frac{\langle\psi_b|H|\psi_b\rangle}{\langle\psi_b|\psi_b\rangle}\ge E_0 .
$$

Every iteration therefore has a true energy above or equal to $E_0$, and among true upper bounds the lowest is the best. It seems natural to keep the lowest entry of the record.

The program of minimization, however, does not record $E(b)$. With the local energy $E_L=(H\psi_b)/\psi_b$, it records

$$
X=\frac1M\sum_{i=1}^{M}E_L(\mathbf x_i),
$$

where the $M$ configurations are drawn from $|\psi_b|^2$. For independent samples and a finite standard deviation $\sigma_L$ of the local energy, $\langle X\rangle=E(b)$ and $\sigma=\sigma_L/\sqrt M$. For a correlated Markov chain, $\sigma$ must include the autocorrelation.

The bound belongs to the mean of $X$, not to each value. With a Gaussian error, even one unselected estimate lies below $E_0$ with probability $\Phi(-\Delta/\sigma)$, where $\Phi$ is the cumulative normal distribution. Selection makes matters worse. For every fixed $j$, $\min_kX_k\le X_j$. Averaging, and then choosing the $j$ with the smallest mean, gives

$$
\left\langle\min_kX_k\right\rangle\le\min_j\langle X_j\rangle .
$$

Each entry can be unbiased while the minimum is biased downward.

## How low the minimum lies

Write $X_k=E_v-\sigma z_k$ with independent standard normal $z_k$; the minus sign is allowed because the normal distribution is symmetric. The smallest $X_k$ then belongs to the largest $z_k$. All $n$ variables lie below $x$ with probability $\Phi(x)^n$. Differentiation gives the density of the maximum, and hence

$$
m_n=\int_{-\infty}^{\infty}x\,n\,\varphi(x)\,\Phi(x)^{n-1}\,dx,
\qquad \varphi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}} .
$$

The ceiling follows without evaluating this integral. For $t>0$, convexity of the exponential gives the first inequality below. The second holds because the largest of several positive terms is no greater than their sum:

$$
e^{t\langle\max z_k\rangle}\le\left\langle e^{t\max z_k}\right\rangle
\le\sum_{k=1}^{n}\langle e^{tz_k}\rangle=n e^{t^2/2}.
$$

The last average follows from $tz-z^2/2=t^2/2-(z-t)^2/2$. Taking the logarithm and dividing by $t$,

$$
\langle\max z_k\rangle\le\frac{\ln n}{t}+\frac t2 .
$$

The right side is smallest when $-\ln n/t^2+1/2=0$, so $t=\sqrt{2\ln n}\equiv L$. Both terms then equal $L/2$, and the bound is $L$. Independence was not used, so the ceiling also holds for correlated errors that are each standard normal. In an autocorrelated Gaussian sequence with coefficient 0.9 and $n=100$, the mean depth was $2.01\sigma$, below the independent value of $2.51\sigma$. Correlation reduced the bias here but did not remove it.

To see how slowly the ceiling is approached, let $Q(x)=1-\Phi(x)$. For large $n$, the probability that the maximum is below $x$ is $(1-Q)^n\simeq e^{-nQ}$. Define $y$ by $nQ(x)=e^{-y}$. Its cumulative distribution is $\exp(-e^{-y})$, and with $s=e^{-y}$ its mean is

$$
\langle y\rangle=-\int_0^\infty \ln s\;e^{-s}\,ds=\gamma\simeq0.577 .
$$

For large $x$, $Q(x)\simeq\varphi(x)/x$. Set $x=L+\delta$, use $e^{-L^2/2}=1/n$, and neglect $\delta^2$ in the exponent and $\delta$ beside $L$ in the denominator:

$$
nQ\simeq\frac{e^{-L\delta}}{L\sqrt{2\pi}}
=\frac{e^{-L\delta}}{\sqrt{4\pi\ln n}} .
$$

Equating this to $e^{-y}$ gives $L\delta=y-\frac12\ln(4\pi\ln n)$. The mean is therefore

$$
m_n\simeq L-\frac{\ln(4\pi\ln n)}{2L}+\frac{\gamma}{L}.
$$

The corrections vanish as $n\to\infty$, but slowly. At $n=100$ the formula gives 2.56, against 2.51 from the integral. At $n=10^6$ the integral gives 4.86, while $L=5.26$.

## A case with a known ground state

Consider two electrons in a harmonic trap of frequency $w=1/2$, in Hartree atomic units, with $u=|\mathbf r_1-\mathbf r_2|$:

$$
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac12w^2(r_1^2+r_2^2)+\frac1u .
$$

Take the spatially symmetric singlet function $\psi=e^F$, where $F=-w(r_1^2+r_2^2)/2+J(u)$. Since $\nabla^2\psi/\psi=\nabla^2F+|\nabla F|^2$, the kinetic energy requires the following derivatives, with $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$:

$$
\nabla_1F=-w\mathbf r_1+J'\hat{\mathbf u},\qquad
\nabla_2F=-w\mathbf r_2-J'\hat{\mathbf u},
$$

$$
\nabla_1^2F=\nabla_2^2F=-3w+J''+\frac{2J'}u .
$$

The squared gradients add to $w^2(r_1^2+r_2^2)-2wuJ'+2J'^2$, because $(\mathbf r_1-\mathbf r_2)\cdot\hat{\mathbf u}=u$. Multiplication by $-1/2$ produces a term that cancels the trap potential, leaving

$$
E_L=3w+wuJ'-J''-J'^2+\frac{1-2J'}u .
$$

For $J=\ln(1+u/2)$, $J'=1/(2+u)$ and $J''=-J'^2$. The local energy becomes

$$
E_L=\frac32+\frac{u/2}{2+u}+\frac1{2+u}=\frac32+\frac12=2 .
$$

This function is an eigenfunction without nodes, so it is the ground state and $E_0=2$ hartree. Diagonalization of the relative motion confirms the value.

For the optimization, use instead $J=u/[2(1+bu)]$. Then $J'=1/[2(1+bu)^2]$, and the last term of $E_L$ becomes $b(2+bu)/(1+bu)^2$, which is finite at $u=0$. For $b>0$ the local energy is bounded, so its variance is finite.

With the center of mass $\mathbf R$, $r_1^2+r_2^2=2R^2+u^2/2$. Integrating $|\psi|^2$ over $\mathbf R$ and the directions of $\mathbf u$ leaves the density $p(u)\propto u^2\exp(-wu^2/2+2J)$. Quadrature over $u$ supplies the true energy, and independent distances can be drawn by inverting the cumulative distribution.

The optimizer needs the slope of $E(b)$. Let $O=\partial_b\ln\psi_b$. For real $\psi_b$ and Hermitian $H$, the derivative of $\langle\psi_b|H|\psi_b\rangle$ is $2\int\psi_b^2OE_L$, and that of the norm is $2\int\psi_b^2O$. The quotient rule gives

$$
\frac{dE}{db}=2\left(\langle OE_L\rangle-\langle O\rangle\langle E_L\rangle\right)
=2\,\mathrm{cov}(O,E_L).
$$

Each iteration draws $M=1000$ new samples and changes $b$ by $-\tau\,\mathrm{cov}(O,E_L)/\mathrm{var}(O)$, with $\tau=0.3$ hartree$^{-1}$. The parameter depends on earlier samples, but the new samples are drawn after it has been fixed. Each recorded energy is thus unbiased for its own $b$. This relies on exact sampling from $|\psi_b|^2$; a Markov chain carried over from the previous parameter is unbiased only after it has equilibrated at the new one.

## The belief against the numbers

At the optimum, $b=0.198$ bohr$^{-1}$, the true energy is 2.000071 hartree and $\Delta=0.000071$ hartree. The noise of one estimate is

$$
\sigma=\frac{0.013409}{\sqrt{1000}}=0.000424\ \text{hartree}.
$$

Thus $\Delta/\sigma=0.167$. One estimate should fall below $E_0$ with probability 0.434; the sampled fraction was 0.428. For $n$ independent estimates, all stay above $E_0$ with probability $\Phi(\Delta/\sigma)^n$, so

$$
P(\min_kX_k<E_0)=1-\Phi(\Delta/\sigma)^n .
$$

For only five estimates this is $1-(0.566)^5=0.942$, and sampling gave 0.941.

For $n=100$, the Gaussian law puts the mean minimum $2.508\sigma$ below $E_v$. Runs at fixed optimal $b$ gave $(2.584\pm0.027)\sigma$. The difference comes from the skewness of the local energy, $-2.738$. Third central moments of independent terms add, so the skewness of their mean is $g=-2.738/\sqrt{1000}=-0.0866$.

To first order in $g$, a standardized variable with this skewness can be written as $z+c(z^2-1)$. Its mean is zero, its variance is one up to order $c^2$, and its third moment is $3c\langle z^2(z^2-1)\rangle=6c$, so $c=g/6$. This map is increasing over the relevant range of $z$, so the lowest estimate comes from the lowest $z$, which is distributed as $-z_{\max}$. The mean depth in units of $\sigma$ becomes

$$
m_n-\frac g6\left(\langle z_{\max}^2\rangle-1\right)
=2.508+\frac{0.0866}{6}(6.472-1)=2.587,
$$

in agreement with the runs.

In 100 complete optimizations of 120 iterations each, the lowest recorded energy was below $E_0$ every time. Its mean was 1.998918 hartree, whereas the mean true energy at the selected parameters was 2.000133 hartree. The selection bias was $-0.00122\pm0.00006$ hartree, or about $-33$ meV.

The last 100 iterations alone had a mean depth of $(2.61\pm0.04)\sigma$ below the optimal energy, consistent with the corrected law. The full record has a somewhat larger bias, and its selected parameters have a mean true energy above the optimum.

An ordinary error bar does not repair the selected value. In the first optimization the lowest energy was 1.999174 hartree, at iteration 62. Adding $1.645\sigma$, the usual one-sided 95% allowance for an unselected Gaussian estimate, gives

$$
1.999174+1.645\times0.000424=1.999871\ \text{hartree},
$$

which is still below $E_0$. The allowance describes an estimate chosen without regard to its error, and this one was chosen because it was low.

## Why a good trial function is more exposed

A poor trial function can hide the fault. At $b=1$ bohr$^{-1}$ the true energy is 2.03403 hartree and $\sigma=0.00718$ hartree, so the gap is $4.7\sigma$. The mean minimum of 100 estimates, averaged over 30 records, was 2.0168 hartree, with a statistical uncertainty of about 0.0005 hartree. It lies well below the true energy of the trial function, yet above $E_0$. The bias is present, but the gap is large enough to absorb it.

The contrast has a general origin. Let $\psi=\psi_0+\eta\chi$, with $\psi_0$ and $\chi$ normalized and orthogonal, and $H\psi_0=E_0\psi_0$. Then

$$
\Delta=\frac{\eta^2\langle\chi|H-E_0|\chi\rangle}{1+\eta^2},\qquad
E_L-E_0=\frac{\eta(H-E_0)\chi}{\psi_0+\eta\chi}.
$$

For small $\eta$, the gap is of second order, while the fluctuations of the local energy are of first order, provided their variance remains finite and regular in this limit. Hence $\Delta/\sigma$ scales as $\eta\sqrt M$. To leading order the ratio is $|\eta|\sqrt M\,\langle\chi|H-E_0|\chi\rangle/\|(H-E_0)\chi\|$, because $\int\psi^2(E_L-E_0)^2=\eta^2\|(H-E_0)\chi\|^2$. At fixed $M$ and fixed $\chi$, shrinking $\eta$ therefore reduces the absolute bias but makes a value below $E_0$ more likely. An improvement that also changes $\chi$ changes the prefactor, so the ratio need not fall at every step of improvement.

Longer iterations help only as $M^{-1/2}$. The Gaussian mean minimum reaches $E_0$ when $\sigma_Lm_n/\sqrt M=\Delta$. At the optimum with $n=100$ this requires

$$
M=\left(\frac{0.013409\times2.508}{0.0000709}\right)^2\simeq2.25\times10^5
$$

samples in every iteration. Even then only the mean has reached $E_0$; individual minima still scatter to both sides.

These estimates of the depth assume nearly Gaussian errors. If the local energy has heavy tails, rare samples can control the minimum, and neither $m_n$ nor the ceiling need apply. If its variance is infinite, $\sigma$ itself is undefined. The inequality for the mean minimum remains true whenever the means exist.

## What an independent run restores

Let $D$ denote all data used in the optimization and $\hat b(D)$ the parameter selected from them. Draw new samples after fixing $\hat b$, and call their mean energy $Y$. They must be distributed as $|\psi_{\hat b}|^2$, which for a Markov chain means equilibrated at $\hat b$: averaged over the density of $b=0.5$ bohr$^{-1}$, the local energy of the optimal function gives 1.99942 hartree, below $E_0$. With this condition met, and because the new samples do not depend on the old errors,

$$
\langle Y\,|\,D\rangle=E(\hat b)\ge E_0 .
$$

This holds even if $\hat b$ was selected by its misleadingly low energy. The selection may choose a less than optimal parameter, but it cannot bias the new evaluation.

Independence, rather than length, removes the bias. Fresh runs of the same length, 1000 new samples each, had a mean error of $-0.00003\pm0.00005$ hartree relative to the true energies at the selected parameters. They were still noisy, and 44 of 100 fell below $E_0$. With 100,000 samples the mean error was $0.000006\pm0.000004$ hartree, and 5 of 100 fell below $E_0$. Length makes the unbiased estimate precise.

The result is therefore a statistical bound. For a nearly Gaussian mean, $Y$ plus 1.645 of its estimated standard errors exceeds $E(\hat b)$ in about 95% of runs, and hence exceeds $E_0$ at least that often. At fixed optimal $b$ with 1000 samples, the observed fraction above $E(b)$ was 95.9%. For the first optimization, the long run gave $2.000017\pm0.000042$ hartree, so the upper limit is

$$
2.000017+1.645\times0.000042=2.000086\ \text{hartree}.
$$

The true energy at that parameter is 2.000071 hartree. The final run must be reported whatever its value: repeating it and keeping the lowest result would again take the minimum of noisy numbers. Several final runs can instead be averaged, which uses all their samples and leaves the mean unbiased, provided their number is fixed in advance; stopping when the average looks low is again a selection. The numerical output below gives the remaining values.

## Calculated quantities

```
trap frequency = 0.50 hartree
exact ground energy = 2.000000 hartree
ground energy by diagonalization = 2.000000 hartree
largest local-energy check error = 1.7e-07 hartree
optimal b = 0.19830 bohr^-1
true energy at optimal b = 2.0000709 hartree
variational gap = 0.0000709 hartree
sigma_L at optimal b = 0.013409 hartree
samples per iteration M = 1000
sigma of one estimate = 0.0004240 hartree
gap / sigma = 0.167
n=10: sqrt(2 ln n)=2.1460, m_n=1.5388, refined=1.6309
n=100: sqrt(2 ln n)=3.0349, m_n=2.5076, refined=2.5565
n=1000: sqrt(2 ln n)=3.7169, m_n=3.2414, refined=3.2718
n=1000000: sqrt(2 ln n)=5.2565, m_n=4.8629, refined=4.8758
AR(1) coefficient = 0.9, n = 100
mean depth, correlated errors = 2.006 sigma
frozen-b records = 300, each n = 100
frozen-b mean depth = 2.584 +/- 0.027 sigma
skewness of E_L = -2.738, of its mean = -0.0866
mean square normal maximum, n=100 = 6.4724
depth predicted with skewness = 2.587 sigma
P(one value below E0): run 0.4281, formula 0.4336
P(min of 5 below E0): run 0.9410, formula 0.9417
coverage of value + 1.645 errors = 0.9587
poor trial b = 1.00 bohr^-1
poor trial true energy = 2.03403 hartree
poor trial sigma = 0.00718 hartree
poor trial mean minimum of 100 = 2.01683 hartree
optimizations = 100, iterations in each = 120
warm-up = 20 iterations, time step = 0.3 hartree^-1
first optimization, iteration 1: b=0.5000 bohr^-1, E=2.023400 hartree
first optimization, iteration 2: b=0.3114 bohr^-1, E=2.002421 hartree
first optimization, iteration 3: b=0.2658 bohr^-1, E=2.004590 hartree
first optimization, iteration 6: b=0.2180 bohr^-1, E=2.000067 hartree
first optimization, iteration 11: b=0.2012 bohr^-1, E=1.999444 hartree
first optimization, iteration 21: b=0.1987 bohr^-1, E=1.999992 hartree
first optimization, lowest at iteration 62
its selected b = 0.19890 bohr^-1
its lowest energy = 1.999174 hartree
its true energy at that b = 2.000071 hartree
its fresh long run = 2.000017 +/- 0.000042 hartree
samples in long run = 100000
plateau mean depth = 2.605 +/- 0.044 sigma
mean lowest energy = 1.998918 hartree
mean true energy at selected b = 2.0001328 hartree
bias of lowest = -0.001215 +/- 0.000062 hartree
bias of lowest, converted = -33.06 meV
bias, fresh equal run = -0.000025 +/- 0.000051 hartree
bias, fresh long run = 0.0000059 +/- 0.0000041 hartree
lowest values below E0 = 100 of 100
fresh equal runs below E0 = 44 of 100
fresh long runs below E0 = 5 of 100
```
